# Hartree-Fock and MP2 energies for the dimerisation of two BH3 molecules

## Question

I have this exercise: "Compute the dimerisation of two BH\(_3\) molecules with Hartree-Fock and with MP2 in one polarised basis, and show that correlation substantially strengthens the hydride bridges."

I can run both calculations, but I do not see what would count as showing it. The two sides of

\[
2\,\mathrm{BH_3}\longrightarrow \mathrm{B_2H_6}
\]

have the same number of electrons and the same number of electron pairs. Shouldn't the correlation energy nearly cancel? And if it does not, how can I tell that the difference belongs to the bridges, and not to the four terminal bonds or to a change of geometry? I would also like to see where the MP2 formula comes from, including its factor of 2.

## Answer

Three things are needed: a definition of "strengthens", a comparison in which geometry cannot be the cause, and a division of the correlation energy among the bonds. The electron count does not settle the matter, because electrons in different bonds are correlated too, and dimerisation changes which bonds are neighbours.

### What is being compared

Define the electronic dimerisation energy

\[
D=2E(\mathrm{BH_3})-E(\mathrm{B_2H_6}),
\]

which is positive if the dimer is bound. "Strengthens" will mean that \(D\) increases; it says nothing about force constants. The value \(D/2\) is a nominal energy per bridge, since the terminal bonds also change.

The nuclei are fixed and the electrons nonrelativistic. In Gaussian units,

\[
H=\sum_k\left[-\frac{\hbar^2\nabla_k^2}{2m}-\sum_A\frac{Z_Ae^2}{r_{kA}}\right]+\sum_{k<l}\frac{e^2}{r_{kl}}+V_{nn},
\]

where \(V_{nn}\) is the nuclear repulsion. Both molecules are treated as closed shells with real spatial orbitals. Let \(i,j\) label doubly occupied orbitals and \(a,b\) empty ones, and write

\[
(pq|rs)=e^2\!\int\!\!\int\frac{\phi_p(1)\phi_q(1)\phi_r(2)\phi_s(2)}{r_{12}}\,d^3r_1d^3r_2 .
\]

With \(J_{ij}=(ii|jj)\), \(K_{ij}=(ij|ij)\) and \(h_{ii}\) the one-electron energy, the Hartree-Fock energy is

\[
E_{HF}=2\sum_i h_{ii}+\sum_{ij}(2J_{ij}-K_{ij})+V_{nn}.
\]

The orbital energies are \(\varepsilon_i=h_{ii}+\sum_j(2J_{ij}-K_{ij})\).

### Where the MP2 formula comes from

Let \(F\) be the sum of the one-electron Fock operators, and put

\[
H(\lambda)=F+\lambda W,\qquad W=H-F .
\]

The Hartree-Fock determinant \(\Phi_0\) is an eigenstate of \(F\) with eigenvalue \(E_0=2\sum_i\varepsilon_i\). This counts the electron repulsion twice. The first-order term repairs that:

\[
E_0+E_1=\langle\Phi_0|F+W|\Phi_0\rangle=\langle\Phi_0|H|\Phi_0\rangle=E_{HF}.
\]

Correlation therefore begins at second order:

\[
E_2=\sum_{n\ne0}\frac{|\langle\Phi_n|W|\Phi_0\rangle|^2}{E_0-E_n}.
\]

Since \(F\) is diagonal in these determinants, \(W\) may be replaced by \(H\) in the numerator. Single excitations drop out, because their matrix elements are proportional to the occupied-empty elements of the Fock matrix, which vanish at self-consistency. Triple and higher excitations drop out because \(H\) contains at most two-electron operators. Double excitations remain, with denominator

\[
\Delta_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b .
\]

For two electrons of opposite spin there is no exchange term, and each choice of \(i,j,a,b\) occurs once:

\[
E_2^{\uparrow\downarrow}=\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ij}^{ab}} .
\]

For equal spins the matrix element is \((ia|jb)-(ib|ja)\), and distinct states have \(i<j\), \(a<b\). Extending the sum to all indices counts each state four times, which gives a factor \(1/4\); the added terms with \(i=j\) or \(a=b\) vanish, because the two integrals are then equal. The two cases \(\uparrow\uparrow\) and \(\downarrow\downarrow\) make it \(1/2\):

\[
E_2^{\rm same}=\frac12\sum_{ijab}\frac{(ia|jb)^2+(ib|ja)^2-2(ia|jb)(ib|ja)}{\Delta_{ij}^{ab}} .
\]

Exchanging the names \(a\) and \(b\) leaves \(\Delta_{ij}^{ab}\) unchanged, so the two squares contribute equally. Hence

\[
E_2^{\rm same}=\sum_{ijab}\frac{(ia|jb)^2-(ia|jb)(ib|ja)}{\Delta_{ij}^{ab}} .
\]

Adding the two spin parts gives

\[
E_2=\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\Delta_{ij}^{ab}},\qquad E_{MP2}=E_{HF}+E_2 .
\]

The 2 thus collects one direct term from opposite spins and one from equal spins. If every empty orbital lies above every occupied one, all denominators are negative and \(E_2\le0\). If a gap closes while its numerator tends to a nonzero value, the expression diverges and MP2 fails.

The limit of distant monomers matters for \(D\). Orbitals can then be assigned to one molecule or the other. An integral \((ia|jb)\) with \(i,a\) on one and \(j,b\) on the other describes two separated neutral transition densities and vanishes with distance. Excitations that transfer an electron have vanishing orbital overlap. What remains is \(2E_2(\mathrm{BH_3})\). The Hartree-Fock energy likewise becomes twice the monomer value, so \(D\) has the right zero in both methods.

### The two calculations

I used 6-31G(d,p), which has polarisation functions on both boron and hydrogen: with five spherical d functions per boron, this makes 29 functions for BH\(_3\) and 58 for B\(_2\)H\(_6\). Programs that use six Cartesian d functions have 30 and 60 and give slightly different total energies. The boron 1s electrons are included in Hartree-Fock but not correlated in MP2. BH\(_3\) is kept planar with three equal bonds, and B\(_2\)H\(_6\) has its usual doubly bridged \(D_{2h}\) shape. Within these symmetries each method has its own minimum, located by a Newton step from energies at slightly displaced structures.

| Length (Å) | HF | MP2 |
|---|---:|---:|
| B–H in BH\(_3\) | 1.188 | 1.186 |
| B–B in B\(_2\)H\(_6\) | 1.777 | 1.756 |
| Bridge B–H | 1.316 | 1.306 |
| Terminal B–H | 1.184 | 1.184 |

The total energies give

\[
D_{HF}=2(-718.1804)-(-1437.2862)=0.925\ \mathrm{eV},
\]

\[
D_{MP2}=2(-720.7028)-(-1443.2070)=1.801\ \mathrm{eV}.
\]

These are 89 and 174 kJ/mol. Hartree-Fock does bind the dimer, but MP2 binds it 1.95 times as strongly. The nominal energy per bridge rises from 0.46 to 0.90 eV.

### Is it a geometry effect?

The difference between the Hartree-Fock and MP2 structures is not the cause. With all structures held at their Hartree-Fock minima, MP2 gives \(D=1.797\) eV. Letting them relax to the MP2 minima adds only 0.004 eV.

At the MP2 minima the Hartree-Fock part is 0.921 eV, so the correlation part at fixed geometry is

\[
D_{\rm corr}=2E_2(\mathrm{BH_3})-E_2(\mathrm{B_2H_6})=1.801-0.921=0.880\ \mathrm{eV}.
\]

The B–B distance does shorten by 0.020 Å and the bridge B–H distance by 0.010 Å, while the terminal bonds hardly move. That is a structural response to correlation, not the source of the extra binding. This comparison does not separate out the bending and stretching of each BH\(_3\) into its shape in the dimer; any change of correlation energy from that deformation is contained in \(D_{\rm corr}\).

### Which bonds gain the energy?

The canonical orbitals extend over the molecule, so they must first be turned into bond orbitals. BH\(_3\) has three valence pairs and three hydrogens; B\(_2\)H\(_6\) has six of each. Let \(M_{ik}\) be the overlap of valence orbital \(i\) with a minimal-basis (STO-3G) 1s function on hydrogen \(k\), and set

\[
U=M(M^TM)^{-1/2}.
\]

This requires \(M\) to be invertible. Then \(U^TU=1\), and because \(U\) is square, \(UU^T=1\) as well. There is now one orthonormal orbital per hydrogen.

Write \(K_{ij}^{ab}=(ia|jb)\) and \(t_{ij}^{ab}=K_{ij}^{ab}/\Delta_{ij}^{ab}\), and rotate both arrays:

\[
\bar K_{kl}^{ab}=\sum_{ij}U_{ik}U_{jl}K_{ij}^{ab},\qquad
\bar t_{kl}^{ab}=\sum_{ij}U_{ik}U_{jl}t_{ij}^{ab}.
\]

Define \(e_{kl}=\sum_{ab}\bar K_{kl}^{ab}(2\bar t_{kl}^{ab}-\bar t_{kl}^{ba})\). When this is summed over \(k\) and \(l\), the rotation matrices combine as

\[
\sum_kU_{ik}U_{i'k}=\delta_{ii'},\qquad \sum_lU_{jl}U_{j'l}=\delta_{jj'} ,
\]

so that

\[
\sum_{kl}e_{kl}=\sum_{ijab}K_{ij}^{ab}(2t_{ij}^{ab}-t_{ij}^{ba})=E_2 .
\]

The total is unchanged, although its division depends on the chosen orbitals. By Mulliken population, a bridge orbital lies 54% on its hydrogen and 25% on each boron; the populations on all other atoms add up to about −3%. It is a three-centre, two-electron bond.

The pair energies at the MP2 minima are as follows. For two different bonds, the entry is \(e_{kl}+e_{lk}\).

| Term | Number | Energy of each (eV) |
|---|---:|---:|
| BH\(_3\): within a bond | 3 | −0.6430 |
| BH\(_3\): between bonds | 3 | −0.1978 |
| B\(_2\)H\(_6\): within a bridge | 2 | −0.6447 |
| B\(_2\)H\(_6\): within a terminal bond | 4 | −0.6393 |
| B\(_2\)H\(_6\): bridge–bridge | 1 | −0.2916 |
| B\(_2\)H\(_6\): bridge–terminal | 8 | −0.1619 |
| B\(_2\)H\(_6\): terminal–terminal, same B | 2 | −0.2017 |

The four terminal–terminal pairs on different borons add −0.0884 eV together.

This resolves your cancellation puzzle. The terms within bonds do nearly cancel; their change even opposes binding by 0.01 eV. The terms between bonds do not cancel. Two separate monomers have 6 such pairs; in the dimer, bonds from different monomers are close together, and 9 further pairs contribute. Altogether, the terms between bonds favour the dimer by 0.89 eV.

To isolate the bridges, assign one bond of each BH\(_3\) to a future bridge. In the two monomers, the terms containing such a bond are two internal terms and four bond–bond pairs:

\[
2(-0.6430)+4(-0.1978)=-2.077\ \mathrm{eV}.
\]

In the dimer, the terms containing a bridge are

\[
2(-0.6447)+(-0.2916)+8(-0.1619)=-2.876\ \mathrm{eV}.
\]

Their contribution to \(D\) is therefore \(-2.077-(-2.876)=0.799\) eV. Terms with terminal bonds alone contribute the remaining 0.081 eV. In this partition, 91% of the correlation gain comes from terms containing a bridge. This count gives the shared bridge–terminal pairs wholly to the bridges; counted the same way, terms containing a terminal bond carry about two thirds of the gain. If each pair between two bonds is split evenly, the future bridges have \(2(-0.6430)+2(-0.1978)=-1.682\) eV in the monomers and \(2(-0.6447)+(-0.2916)+4(-0.1619)=-2.229\) eV in the dimer. The two bridges then gain 0.547 eV, or 62%, and the four terminal bonds 0.333 eV: about 0.27 eV per bridge against 0.08 eV per terminal bond.

A bridge–terminal pair is individually weaker than a bond–bond pair in BH\(_3\). The gain arises because four neighbour pairs are replaced by nine. It is thus mostly correlation between a bridge and its surroundings, not stronger correlation of the two electrons inside it.

### How far the numbers can be trusted

The finite basis has two separate effects. First, each half of the dimer can borrow functions from the other, which exaggerates binding. To estimate this, I took one BH\(_3\) half at its dimer geometry, recomputed it with the other half's functions but without its nuclei and electrons, and doubled the lowering. The correction is 0.03 eV for Hartree-Fock and 0.20 eV for MP2. At the MP2 geometries, the corrected values are

\[
0.9213-0.0286\approx0.893\ \mathrm{eV},\qquad 1.8015-0.1951\approx1.606\ \mathrm{eV}.
\]

The ratio is still 1.80. Second, a larger basis describes correlation better. In cc-pVTZ, with density-fitted integrals and the same geometries, the uncorrected values are 0.94 eV for Hartree-Fock and 1.91 eV for MP2.

MP2 also omits higher-order correlation. CCSD(T), which treats single and double excitations iteratively and adds triples perturbatively, gives 1.76 eV in the original basis at the MP2 geometries. This is 0.04 eV below MP2. None of these values is a complete-basis result, but the large gain over Hartree-Fock survives each change.

### What this means for diborane as a precursor

Diborane is a real source gas for boron doping and deposition, and \(D\) is the electronic cost of splitting it into two BH\(_3\) molecules. At finite temperature the nuclei move. For an ideal gas of nonlinear molecules with harmonic vibrations and classical rotation, the nuclear enthalpy per molecule is

\[
h(T)=\sum_v\hbar\omega_v\left[\frac12+\frac1{e^{\hbar\omega_v/kT}-1}\right]+4kT .
\]

The \(4kT\) contains \(3kT/2\) each from translation and rotation, and \(kT\) from \(pV\). The dissociation enthalpy is \(D+2h(\mathrm{BH_3})-h(\mathrm{B_2H_6})\). With unscaled HF/3-21G frequencies, the correction is −0.22 eV at 300 K and −0.20 eV at 600 K, which I take as round storage and process temperatures. Unscaled Hartree-Fock frequencies are too high, so the size of this correction is somewhat overestimated. At 600 K, without the superposition correction, the MP2 estimate is then about 1.60 eV, against 0.73 eV from Hartree-Fock.

The difference matters greatly for gas-phase equilibrium. If both methods are given the same nuclear partition functions, their dissociation constants differ by the factor

\[
\exp\left(\frac{1.801-0.925}{0.0517}\right)\approx2\times10^7
\]

at 600 K, where \(kT=0.0517\) eV. With the superposition-corrected energies the factor is about \(10^6\). Either way, Hartree-Fock predicts far more free BH\(_3\) than MP2 does. The absolute amount also requires the entropy and pressure, and a real reactor adds surfaces and reactions to other boranes, whose effects are not estimated here.
